\section*{Diffuse-nucleus barrier near the homogeneous coercive field in short-range Landau theory}

\section{Result and its regime}

A uniformly polarized ferroelectric is held in an opposing field $E$, slightly below the field $E_c$ at which its uniform state loses stability. Take the mean-field energy in $D$ dimensions
\begin{equation}
F[P]=\int d^Dx\left[f(P)-EP+\frac g2|\nabla P|^2\right],\qquad g>0, \label{F}
\end{equation}
with smooth $f$ and no long-range electrostatic or elastic interaction. For $D<6$ the barrier to the localized critical nucleus is
\begin{equation}
\boxed{\Delta F\simeq\frac{4S_D\,g^{D/2}}{c^2}\,(2c\eta)^{(6-D)/4}},\qquad \eta=E_c-E\to0^+ . \label{main}
\end{equation}
Here $c=-f'''(P_s)>0$ at the stability limit $P_s$, and $S_D$ is a pure number: $S_1=6/5$, $S_2=7.751$, $S_3=43.66$. The barrier exponents are $5/4$, $1$ and $3/4$ in one, two and three dimensions.

The polarization starts negative and $E$ is positive. For $D=3$, $\Delta F$ is an energy. For $D=2$ it is an energy per unit length of a column, and must be multiplied by the film thickness $h$ if the column crosses the film.

\section{Expansion at the stability limit}

Let $W(P)=f(P)-EP$. A uniform state satisfies $f'(P)=E$ and is locally stable if $f''(P)>0$. The metastable branch ends where
\begin{equation}
f''(P_s)=0,\qquad f'(P_s)=E_c .
\end{equation}
Write $P=P_s+p$. Since $f''(P_s)=0$ and $f'''(P_s)=-c$,
\begin{equation}
W'(P_s+p)=E_c-E-\frac c2p^2+O(p^3)=\eta-\frac c2p^2+O(p^3).
\end{equation}
The stationary points are $p=\pm\sqrt{2\eta/c}$. The curvature is $W''=-cp$, so the negative root is metastable, with
\begin{equation}
\kappa=c\sqrt{2\eta/c}=\sqrt{2c\eta}. \label{kappa}
\end{equation}
Now measure polarization from the metastable state by $q=p+\sqrt{2\eta/c}$. The linear term vanishes, and
\begin{equation}
\Delta W=\frac\kappa2q^2-\frac c6q^3. \label{cubic}
\end{equation}
Its maximum follows from $\kappa q-cq^2/2=0$, that is $q=2\kappa/c$, where
\begin{equation}
\Delta W=\frac{2\kappa^3}{c^2}-\frac{4\kappa^3}{3c^2}=\frac{2\kappa^3}{3c^2}\propto\eta^{3/2}.
\end{equation}
This is the energy density for turning the whole sample at once. A nucleus pays it in a finite region, whose size also depends on $\eta$.

\section{Scaling out the field}

Set
\begin{equation}
q=\frac{2\kappa}{c}u(\mathbf y),\qquad \mathbf x=\xi\mathbf y,\qquad \xi=\sqrt{g/\kappa}.
\end{equation}
The three energy terms become
\begin{align}
\frac g2|\nabla_xq|^2&=\frac g2\frac{4\kappa^2}{c^2}\frac{\kappa}{g}|\nabla_yu|^2
=\frac{4\kappa^3}{c^2}\,\frac12|\nabla_yu|^2,\\
\frac\kappa2q^2&=\frac{4\kappa^3}{c^2}\,\frac{u^2}2,\qquad
\frac c6q^3=\frac{8\kappa^3}{6c^2}u^3=\frac{4\kappa^3}{c^2}\,\frac{u^3}{3}.
\end{align}
With $d^Dx=\xi^Dd^Dy$ this gives
\begin{equation}
\Delta F=\frac{4\kappa^3}{c^2}\xi^D S[u],\qquad
S[u]=\int d^Dy\left[\frac{|\nabla u|^2}{2}+\frac{u^2}{2}-\frac{u^3}{3}\right]. \label{S}
\end{equation}
The critical nucleus makes $S$ stationary and decays at infinity:
\begin{equation}
\nabla^2u=u-u^2. \label{EL}
\end{equation}
Neither $\eta$ nor a material coefficient remains in \eqref{EL}, so $S_D=S[u]$ is universal within this cubic theory. Inserting $\xi^D=g^{D/2}\kappa^{-D/2}$ and \eqref{kappa},
\begin{equation}
\Delta F=\frac{4S_Dg^{D/2}}{c^2}\kappa^{3-D/2}
=\frac{4S_Dg^{D/2}}{c^2}(2c\eta)^{(6-D)/4},
\end{equation}
which is \eqref{main}.

Three trends combine. The polarization change shrinks as $\eta^{1/2}$, the energy density as $\eta^{3/2}$, and the width grows as $\eta^{-1/4}$. The nucleus is therefore broad and weak. It is not a small fully reversed domain with a sharp wall.

\section{Why the dimension must be below six}

Define $K=\int|\nabla u|^2$, $A=\int u^2$ and $B=\int u^3$. Multiplying \eqref{EL} by $u$ and integrating by parts gives
\begin{equation}
K+A=B. \label{amp}
\end{equation}
A second identity follows from stretching, $u(\mathbf y)\to u(\mathbf y/\ell)$:
\begin{equation}
S(\ell)=\frac{\ell^{D-2}}2K+\ell^D\left(\frac A2-\frac B3\right).
\end{equation}
Its derivative must vanish at $\ell=1$. Using $A=B-K$,
\begin{equation}
0=\frac{D-2}{2}K+\frac D2(B-K)-\frac D3B=-K+\frac D6B .
\end{equation}
Hence
\begin{equation}
K=\frac D6B,\qquad A=\frac{6-D}{6}B,\qquad S=\frac B2-\frac B3=\frac B6. \label{virial}
\end{equation}
Both $K$ and $A$ are positive for a nonzero solution. The first relation requires $B>0$; the second then requires $D<6$.

In one dimension, multiply $u''=u-u^2$ by $u'$ and integrate, with $u,u'\to0$ at infinity:
\begin{equation}
u'^2=u^2-\frac23u^3,\qquad u=\frac32\,\mathrm{sech}^2\frac y2 .
\end{equation}
With $s=y/2$ and $t=\tanh s$,
\begin{equation}
B=\frac{27}{8}\,2\int_{-1}^{1}(1-t^2)^2dt=\frac{27}{4}\,\frac{16}{15}=\frac{36}{5},
\qquad S_1=\frac B6=\frac65 .
\end{equation}
For $D=2,3$ the radial equation was integrated outward from the centre, adjusting $u(0)$ until the solution decayed. This gives $u(0)=2.392$ and $4.192$. Among 14 starting values between 1.1 and 12, the change from turning back to crossing zero occurs once in each dimension.

\section{Why this stationary point is the barrier}

A stationary energy is a barrier only if paths out of the metastable state cannot pass below it. Consider the set $\mathcal N$ of nonzero profiles obeying \eqref{amp}.

For small $u$, the Sobolev inequality gives $B\le C(K+A)^{3/2}$, so $K+A>B$. At the far end of an escape path $S<0$, which means $B>\frac32(K+A)$. Any continuous escape path therefore crosses $\mathcal N$. There $S=B/6$, so its highest energy is at least the minimum of $S$ on $\mathcal N$.

This minimum exists. Replace each profile of a minimizing sequence by the decreasing radial rearrangement of $|u|$. This leaves $A$ unchanged, does not increase $K$ and does not decrease $B$. Multiplication by $t=(K+A)/B\le1$ returns the profile to $\mathcal N$ at no higher energy. A decreasing profile obeys $u(R)^2V_D(R)\le A$, where $V_D(R)$ is the ball's volume, so the cubic integral outside $R$ is at most $u(R)A$ and vanishes uniformly as $R\to\infty$. Inside a ball, bounded $K+A$ gives convergence of the cubic integral for $D<6$. On $\mathcal N$ the Sobolev bound also keeps $B$ away from zero, so the limit is nonzero. In the limit $K+A$ can only drop; one more multiplication by $t\le1$ gives a minimizer.

The minimizer solves \eqref{EL}. With a multiplier $\mu$ for the constraint, $\delta S=\mu\,\delta(K+A-B)$. Taking the variation along $u$ gives
\begin{equation}
0=\mu[2(K+A)-3B]=-\mu B,
\end{equation}
so $\mu=0$. Finally, along the ray $tu$,
\begin{equation}
S(tu)=B\left(\frac{t^2}{2}-\frac{t^3}{3}\right),
\end{equation}
which rises to $B/6$ at $t=1$ and is negative for $t>3/2$. This path attains the lower bound. The second variation is $-B<0$ along $u$ and nonnegative along $\mathcal N$, so there is one unstable direction.

\section{Field dependence and Merz's law}

The nucleus and the metastable state are both stationary. When $E$ changes, the induced changes of their profiles do not alter their energies to first order. The explicit term $-EP$ alone contributes:
\begin{equation}
\frac{d\Delta F}{dE}=-M,\qquad M=\int d^Dx\,q . \label{env}
\end{equation}
For $D=3$, $M$ is the activation dipole. Scaling gives
\begin{equation}
M\propto\kappa\,\xi^D\propto\eta^{1/2-D/4}=\eta^{(2-D)/4},
\end{equation}
in agreement with differentiating \eqref{main}. As $E_c$ is approached, $M$ vanishes for $D=1$, tends to a constant for $D=2$ and diverges for $D=3$.

For thermally activated nucleation the waiting time is $t=t_0e^{\Delta F/k_BT}$. Merz's law has $t\propto e^{E_a/E}$, whose slope is $d\ln t/dE=-E_a/E^2$. Neglecting the field dependence of $t_0$, a local fit to the present theory would give
\begin{equation}
E_a^{\rm loc}=\frac{E^2}{k_BT}\left|\frac{d\Delta F}{dE}\right|. \label{merz}
\end{equation}
With $\delta=\eta/E_c$, the leading law implies
\begin{equation}
\frac{E_a^{\rm loc}/E}{\Delta F/k_BT}=\frac E{\Delta F}\left|\frac{d\Delta F}{dE}\right|
=\frac{6-D}{4}\,\frac{1-\delta}{\delta}.
\end{equation}
If Merz's form held with constant $E_a$ and with the same constant prefactor $t_0$, then $\Delta F/k_BT=E_a/E$ and the ratio would be one. The large ratio at small $\delta$ shows that $E_a^{\rm loc}$ describes a slope, not the barrier height.

\section{Quartic energy and the first correction}

Take
\begin{equation}
f=-\frac{|a|}2P^2+\frac{|a|}{4P_0^2}P^4 .
\end{equation}
Use $m=P/P_0$, field $e=E/(|a|P_0)$ and length unit $\xi_0=\sqrt{g/|a|}$. The condition $3m_s^2-1=0$ gives $m_s=-1/\sqrt3$, so
\begin{equation}
e_c=m_s^3-m_s=\frac{2}{3\sqrt3},\qquad \bar c=-6m_s=2\sqrt3 .
\end{equation}
The leading reduced curvature $k_0$ satisfies $k_0^2=2\bar c e_c\delta=8\delta/3$. Since $4/\bar c^2=1/3$,
\begin{equation}
\Delta F_0=\frac{S_D}{3}k_0^{3-D/2}|a|P_0^2\xi_0^D . \label{lead}
\end{equation}

To find the next term, put the metastable state at $m_0=m_s-r$. Its equilibrium equation and curvature are
\begin{equation}
e_c\delta=\frac{\bar c}{2}r^2+r^3,\qquad k=3m_0^2-1=\bar cr+3r^2 .
\end{equation}
With $r_0=k_0/\bar c$, the first gives $r=r_0-r_0^2/\bar c+O(r_0^3)$. Then
\begin{equation}
k=k_0+2r_0^2+\cdots=k_0+\frac{k_0^2}{6}+O(k_0^3).
\end{equation}
The excess density is $kv^2/2-|m_0|v^3+v^4/4$, with $v=m-m_0$. Setting $v=ku/(3|m_0|)$ and lengths in units of $k^{-1/2}$ gives
\begin{equation}
\frac{\Delta F}{|a|P_0^2\xi_0^D}=\frac{k^{3-D/2}}{3(1+k)}
\left[S+\frac{\lambda}{4}\int u^4\right],\qquad
\lambda=\frac{k}{3(1+k)},
\end{equation}
where $9m_0^2=3(1+k)$ was used. To first order in $\lambda$ the old profile suffices, because it makes $S$ stationary. Expanding each factor,
\begin{equation}
\Delta F=\Delta F_0\left[1+b_Dk_0+O(k_0^2)\right],\quad
b_D=\frac{6-D}{12}-1+\frac{\int u^4}{12S_D}. \label{corr}
\end{equation}
The coefficients are $b_1=0.060$, $b_2=0.203$ and $b_3=0.526$. Since $k_0\propto\sqrt\delta$, the correction disappears slowly.

A separate solution of the full quartic energy tests the exponent. Between $\delta=10^{-5}$ and $10^{-4}$ the average logarithmic slopes are 1.2503, 1.0010 and 0.7526 for $D=1,2,3$, against 1.25, 1 and 0.75.

\section{A column in a 5 nm polymer film}

The example is in the regime of ultrathin P(VDF-TrFE). The inputs are $P_0=8\ \mu\mathrm{C/cm^2}$, soft susceptibility $\chi=5$, $h=5$ nm and $T=300$ K. These are rough values; $g=6\times10^{-9}\ \mathrm{J\,m^3/C^2}$ is an assumption. At zero field $f''(P_0)=2|a|=1/(\epsilon_0\chi)$, hence $|a|=1.129\times10^{10}\ \mathrm{J\,m/C^2}$ and $\xi_0=0.729$ nm. The cubic coefficient is $c=4.89\times10^{11}\ \mathrm{V\,m^3/C^2}$. Its unit is that of $f'''$, namely $(\mathrm{J/m^3})/(\mathrm{C/m^2})^3=\mathrm{V\,m^3/C^2}$.

The field at which the uniform state loses stability, an upper limit to the coercive field when nucleation occurs first, is
\begin{equation}
E_c=0.3849\,|a|P_0=3.48\ \mathrm{MV/cm}.
\end{equation}
At $\delta=0.05$ the applied field is $3.30$ MV/cm. A column polarized along the film normal, uniform from electrode to electrode, has no bound charge inside the film. With ideal electrodes it has $D=2$. The energy unit is $|a|P_0^2\xi_0^2h=1.198$ eV, so
\begin{equation}
\Delta F_0=\frac{7.751}{3}\,\frac{8(0.05)}3\,(1.198\ \mathrm{eV})=0.413\ \mathrm{eV}.
\end{equation}
Here $k_0=0.365$, and \eqref{corr} raises this to $0.413(1+0.203\times0.365)=0.444$ eV. The full quartic solution gives $0.451$ eV, or $17.4\,k_BT$. The leading law is thus 8\% below the full barrier.

The nucleus length is $\xi=1.17$ nm. Polarization changes from $-5.4\ \mu\mathrm{C/cm^2}$ in the metastable film to $-1.3\ \mu\mathrm{C/cm^2}$ at the centre: even there it has not changed sign.

The activation dipole of the column is $27.3\,e\,$nm. From \eqref{env}, one factor of $e$ in waiting time corresponds to a field change
\begin{equation}
\frac{k_BT}{hM}=\frac{0.0259\ \mathrm{eV}}{27.3\,e\,\mathrm{nm}}\approx0.0095\ \mathrm{MV/cm}.
\end{equation}
Equation \eqref{merz} gives $E_a^{\rm loc}\approx1150$ MV/cm. Then $E_a^{\rm loc}/E\approx349$, twenty times $\Delta F/k_BT$; the leading formula predicts 19. At $\delta=0.02$ the dipole is $25.7\,e\,$nm. It is nearly, but not strictly, constant because $\delta$ is finite.

\section{When the column description holds}

A column could break up along its axis. For a small modulation $p_1\cos(\pi z/h)$, with $p_1$ depending on the lateral position and compatible with $\partial_zP=0$ at the electrodes, the gradient adds $gk_z^2$ to the second variation, with $k_z=\pi/h$. The bound charge has amplitude $k_zp_1$. For each lateral wave number $k_\perp$ in $p_1$, and isotropic background permittivity $\epsilon_b$, it adds
\begin{equation}
\frac{1}{\epsilon_0\epsilon_b}\frac{k_z^2}{k_z^2+k_\perp^2}.
\end{equation}
With $\epsilon_b=4$, the lowest radial eigenvalue is $+0.87|a|$. With the charge term removed it is $-0.23|a|$. The electrostatic cost therefore keeps this column from acquiring a second unstable mode. Both additions grow with $k_z$, so shorter modulations are more stable. Nonradial modes are nonnegative before these positive additions: shifting the column sideways costs nothing, so $q'(r)\cos\theta$ has eigenvalue zero, and because $q$ decreases steadily outward this mode has no radial node and is the lowest nonradial one. At fixed $\delta$ and material coefficients, the second instability appears above $h=13.2$ nm. This is local stability; it does not exclude a lower saddle at a defect or electrode.

The same interaction limits the $D=3$ law. A compact uniaxial nucleus has charged ends with stiffness of order $1/(\epsilon_0\epsilon_b)$, while $\kappa\to0$ at $E_c$. Without charge compensation, the short-range assumption fails there. The exponent $3/4$ requires that this charge be screened as the nucleus forms.

\section{The real film}

Ultrathin P(VDF-TrFE) films can have coercive fields of a few MV/cm, the scale found here, but that agreement does not identify the switching mechanism. The copolymer's transition is generally first order, so a quantitative $f(P)$ needs at least a sixth-order term. Ideal screening is one of several assumptions whose failure can remove the metastable state at this field. If the film's background permittivity is neglected in this estimate, a rough screening length of 0.05 nm per electrode lowers $|a|$ by 20\% and $E_c$ to 2.49 MV/cm. Keeping $\epsilon_b=4$ gives a limit of 2.76 MV/cm for voltage divided by thickness. In either case the chosen 3.30 MV/cm would exceed the stability limit, leaving no metastable state. For the uniform state, the coefficient $a$ must therefore include the effect of the electrodes. For a narrow column that effect also depends on the column's width, so a single coefficient is an approximation.

Temperature also matters. If $a$ vanishes linearly at a rough 380 K, with the quartic coefficient fixed, heating by 1 K lowers $E_c$ by 1.9\%. At fixed applied field, $\delta$ falls from 5\% to about 3\%, and heating by 2.7 K removes the metastable state. The assumed $g$ is equally direct: for $D=2$, \eqref{lead} becomes
\begin{equation}
\Delta F_0=\frac{8S_2}{9}\,gP_0^2h\,\delta,
\end{equation}
so halving $g$ at fixed $P_0,h,\delta$ halves the leading barrier.

Other estimates are smaller. A square lattice with 0.5 nm spacing gives 0.446 eV, 1\% below the continuum value. The elastic coherence scale, using a rough 5 GPa and electrostriction $2.4\ \mathrm{m^4/C^2}$, is 8\% of the soft curvature. In the leading law the $D=2$ barrier varies as $\kappa^2$ at fixed $c$, so a shift of that size alone would raise it by about 16\%. Elastic coupling also changes the cubic and quartic terms, so this number gives only the scale of the effect. This stiffness stays finite while $\kappa\to0$: it is 26\% of the soft curvature at $\delta=0.0031$, so close enough to $E_c$ it limits the $D=2$ law as bound charge limits the $D=3$ law. Ideal tunnelling through a 3 eV barrier is about $10^{-25}\ \mathrm{A/cm^2}$ with the free-electron mass and about $10^{-9}\ \mathrm{A/cm^2}$ with a quarter of it; this does not estimate defect leakage. The field is 55\% of an assumed 6 MV/cm breakdown strength.

Finally, the leading barrier equals $k_BT$ at $\delta=0.0031$. Activated nucleation requires $\delta$ well above this value, whereas the asymptotic law requires $\sqrt{8\delta/3}\ll1$. At $\delta=0.05$ the leading law is 8\% below the full mean-field barrier.

That figure does not include thermal fluctuations about the metastable state. If they have variance $\sigma^2$, averaging $W'=\eta-cp^2/2$ replaces $\eta$ by $\eta-c\sigma^2/2$. Part of this shift is already contained in coefficients fitted to measurements, but the fluctuations grow as the film softens near $E_c$. Here an additional $\sigma=\sqrt{2\eta/c}\approx0.84\ \mu\mathrm{C/cm^2}$ would remove the metastable state altogether. The fluctuations at 300 K are not small against this value. For modes uniform through the film, lowering the curvature from $2|a|$ at zero field to $\kappa=0.386|a|$ adds the variance $k_BT\ln(2|a|/\kappa)/(4\pi gh)$, that is $\sigma\approx0.43\ \mu\mathrm{C/cm^2}$, which takes about a quarter of $\eta$. Including modes that vary through the thickness, on a 0.5 nm lattice, raises this harmonic estimate to roughly $0.75\ \mu\mathrm{C/cm^2}$. The value $17.4\,k_BT$ is therefore a mean-field result, not a prediction for a real film at 300 K.

\section*{Computed results}
\begin{verbatim}
D | u(0) | S_D | exponent found | (6-D)/4 | correction coefficient
1 | 1.5000 | 1.2000 | 1.2503 | 1.25 | 0.0595
2 | 2.3920 | 7.7508 | 1.0010 | 1.00 | 0.2033
3 | 4.1917 | 43.6602 | 0.7526 | 0.75 | 0.5257
inputs: P0 = 8.0 uC/cm2, soft susceptibility = 5.0
inputs: g = 6.0e-09 J m3/C2, thickness = 5.0 nm, T = 300 K
|a| = 1.129e+10 J m/C2
c = 4.890e+11 V m5/C2
length sqrt(g/|a|) = 0.729 nm
energy unit |a|P0^2 (g/|a|) h = 1.198 eV
homogeneous coercive field = 3.478 MV/cm
applied field = 3.304 MV/cm, delta = 0.050
reduced curvature: leading 0.3651, full 0.3863
nucleus length xi = 1.173 nm
polarization, metastable = -5.44 uC/cm2
polarization, nucleus centre = -1.31 uC/cm2
barrier, leading law = 0.4128 eV
barrier, with first correction = 0.4435 eV
barrier, full quartic energy = 0.4509 eV = 17.44 kT
delta 0.02: barrier 0.1740 eV, activation dipole 25.740 e nm, local Merz field 1156.5 MV/cm
delta 0.05: barrier 0.4509 eV, activation dipole 27.294 e nm, local Merz field 1152.4 MV/cm
column mode eigenvalue = -0.4400 |a|
modulated mode: 0.8666 |a| with bound charge, -0.2303 |a| without
column gains a second unstable mode above h = 13.23 nm
lattice of 0.5 nm: barrier 0.4459 eV on site, 0.4459 eV between sites
screening length 0.05 nm per electrode: |a| falls by 20.0 %, uniform coercive field to 2.49 MV/cm
elastic inputs: 5.0 GPa, 2.4 m4/C2
elastic coherence scale / soft curvature = 0.078
heating by 1 K with T0 = 380 K lowers coercive field by 1.87 %
leading barrier equals kT at delta = 0.00313
applied field / rough breakdown field 6.0 MV/cm = 0.551
voltage = 1.652 V, tunnelling current for 3.0 eV barrier = 1.3e-25 A/cm2
\end{verbatim}
